# Evaluating Tr ln(-G⁻¹) with a static reference and tail: a program that tests the result

```python
# Result under test: for a causal fermionic Green's function G,
#   T = (1/beta) sum_n exp(i w_n 0+) tr ln(-G^-1(i w_n))
# equals the closed-form value of a static reference H_s = h - mu + Sigma_inf,
# plus an absolutely convergent sum of ln|det| differences, plus an analytic tail.
# Symbols: beta inverse temperature, w_n odd Matsubara frequencies,
# S1, S2, S3 coefficients of 1/z, 1/z^2, 1/z^3 in the dynamic self-energy,
# Omega = Phi - Tr(Sigma G) - T the grand potential (both spins).
# Model: two-site Hubbard model, energies in units of the hopping t.
import numpy as np
from scipy.integrate import quad
from scipy.linalg import null_space
from scipy.special import zeta

hop, bias, mu, beta, U_main = 1.0, 1.0, 0.5, 5.0, 4.0
n_max = 512
omega = (2 * np.arange(n_max) + 1) * np.pi / beta
one = np.eye(2)
h_mu = np.array([[bias / 2, -hop], [-hop, -bias / 2]]) - mu * one


def level_term(x):
    """ln(1 + exp(-beta x)) / beta, free of overflow."""
    return np.logaddexp(0.0, -beta * np.asarray(x)) / beta


def fermi(x):
    return np.exp(-np.logaddexp(0.0, beta * np.asarray(x)))


def annihilators(modes):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    ops = []
    for k in range(modes):
        op = np.eye(1)
        for j in range(modes):
            factor = parity if j < k else (lower if j == k else np.eye(2))
            op = np.kron(op, factor)
        ops.append(op)
    return ops


c = annihilators(4)  # site 1 up, site 2 up, site 1 down, site 2 down
number = [op.T @ op for op in c]


def solve_dimer(U):
    """Exact thermal state and spin-up Green's function data."""
    ham = U * (number[0] @ number[2] + number[1] @ number[3])
    for s in (0, 2):
        for i in range(2):
            for j in range(2):
                ham = ham + h_mu[i, j] * c[s + i].T @ c[s + j]
    energy, vec = np.linalg.eigh(ham)
    boltz = np.exp(-beta * (energy - energy[0]))
    prob = boltz / boltz.sum()
    state = (vec * prob) @ vec.T
    weight = np.sqrt(prob[:, None] + prob[None, :])
    amp = np.array([((vec.T @ c[i] @ vec) * weight).ravel() for i in range(2)])
    pole = (energy[None, :] - energy[:, None]).ravel()
    keep = (amp ** 2).sum(axis=0) > 1e-24
    amp, pole = amp[:, keep], pole[keep]
    green = (amp[None] / (1j * omega[:, None, None] - pole)) @ amp.T
    moment = [(amp * pole ** k) @ amp.T for k in range(5)]
    H_s = moment[1]
    S = []
    for k in range(1, 4):
        value = moment[k + 1] - moment[k] @ H_s
        for j in range(1, k):
            value = value - moment[k - j] @ S[j - 1]
        S.append(value)
    return dict(
        U=U, amp=amp, pole=pole, green=green, inv=np.linalg.inv(green),
        H_s=H_s, S=S, norm=moment[0],
        grand=energy[0] - np.log(boltz.sum()) / beta,
        dens=np.array([np.trace(state @ number[i]) for i in range(2)]),
        N=sum(np.trace(state @ n) for n in number),
        double=np.trace(state @ (number[0] @ number[2]
                                 + number[1] @ number[3])))


def tail_sum(power, N):
    """Sum of w_n^(-power) over n >= N."""
    return (beta / (2 * np.pi)) ** power * zeta(power, N + 0.5)


def log_abs_det(matrix):
    return np.linalg.slogdet(matrix)[1]


def static_inverse(H):
    return H[None] - 1j * omega[:, None, None] * one


def tail_coefficients(H, S):
    c2 = -np.trace(S[0])
    c4 = (-np.trace(S[2] + H @ S[1] + H @ H @ S[0])
          - 0.5 * np.trace(S[0] @ S[0]))
    return c2, c4


def trace_log(inv_green, H, S, N=n_max, tail_terms=2):
    """The algorithm, for one spin."""
    diff = (log_abs_det(-inv_green[:N]) - log_abs_det(static_inverse(H)[:N]))
    value = level_term(np.linalg.eigvalsh(H)).sum() + 2 / beta * diff.sum()
    c2, c4 = tail_coefficients(H, S)
    if tail_terms > 0:
        value -= 2 / beta * c2 * tail_sum(2, N)
    if tail_terms > 1:
        value += 2 / beta * c4 * tail_sum(4, N)
    return value


def pole_zero_value(d):
    """Closed form from the poles and the compressed null-space spectrum."""
    Q = null_space(d["amp"])
    zeros = np.linalg.eigvalsh(Q.T @ (d["pole"][:, None] * Q))
    return level_term(d["pole"]).sum() - level_term(zeros).sum()


# Regulated sum of logarithms, summed directly with an accelerated remainder.
def regulated_sum(log_function, eta, N=20000):
    w = (2 * np.arange(N + 4) + 1) * np.pi / beta
    a = log_function(w)
    q = np.exp(2j * np.pi * eta / beta)
    total = np.sum(q ** np.arange(N) * a[:N])
    difference = a[N:]
    for k in range(4):
        total += q ** (N + k) * difference[0] / (1 - q) ** (k + 1)
        difference = np.diff(difference)
    return 2 / beta * np.real(np.exp(1j * np.pi * eta / beta) * total)


levels = np.array([-1.5, 0.5])


def sum_of_logs(w):
    return sum(np.log(x - 1j * w) for x in levels)


def log_of_product(w):
    return np.log((levels[0] - 1j * w) * (levels[1] - 1j * w))


print("Energies in units of t; T per spin unless stated")
print(f"bias = {bias:.1f} t, U = {U_main:.1f} t, mu = {mu:.1f} t, "
      f"beta = {beta:.1f} /t")
print(f"Branch test levels: {levels[0]:.1f} t, {levels[1]:.1f} t")
print(f"closed form at eta=0+: {level_term(levels).sum():.6f} t")
for fraction in (0.02, 0.01):
    eta = fraction * beta
    right = regulated_sum(sum_of_logs, eta)
    wrong = regulated_sum(log_of_product, eta)
    integral = sum(quad(lambda x: np.exp(x * eta) * fermi(x), x0, 20.0,
                        epsabs=1e-11, limit=200)[0] for x0 in levels)
    assert abs(right - integral) < 1e-7
    shift = -2 * np.pi / (beta * np.sin(np.pi * eta / beta))
    assert abs(wrong - right - shift) < 1e-6
    print(f"eta = {eta:.3f} /t: sum of logs {right:.6f} t, "
          f"log of product {wrong:.6f} t")

d = solve_dimer(U_main)
H_s, S = d["H_s"], d["S"]
Sigma_inf = H_s - h_mu
assert np.allclose(d["norm"], one, atol=1e-11)
assert np.allclose(Sigma_inf, np.diag(U_main * d["dens"]), atol=1e-10)
assert np.allclose(S[0], np.diag(U_main ** 2 * d["dens"] * (1 - d["dens"])),
                   atol=1e-9)

# Causality keeps all eigenvalues away from the cut of the principal logarithm.
eigs = np.linalg.eigvals(-d["inv"])
assert np.max(eigs.imag + omega[:, None]) < 1e-9
phase = (np.log(eigs).sum(axis=1)
         - np.log(np.linalg.eigvals(static_inverse(H_s))).sum(axis=1)).imag
assert abs(phase[-1]) < 1e-5 and np.max(np.abs(np.diff(phase))) < np.pi

exact = pole_zero_value(d)
result = trace_log(d["inv"], H_s, S)
assert abs(result - exact) < 1e-9
c2, c4 = tail_coefficients(H_s, S)
xi = np.linalg.eigvalsh(H_s)
reference = level_term(xi).sum()
print(f"density per spin: site 1 {d['dens'][0]:.6f}, site 2 {d['dens'][1]:.6f}")
print(f"Sigma_inf: {Sigma_inf[0, 0]:.6f} t, {Sigma_inf[1, 1]:.6f} t")
print(f"S1 diagonal: {S[0][0, 0]:.6f} t^2, {S[0][1, 1]:.6f} t^2")
print(f"reference levels: {xi[0]:.6f} t, {xi[1]:.6f} t")
print(f"c2 = {c2:.6f} t^2, c4 = {c4:.6f} t^4")
print(f"static reference term: {reference:.9f} t")
print(f"dynamic correction: {result - reference:.9f} t")
print(f"T, algorithm, N={n_max}: {result:.9f} t")
print(f"T, poles and zeros: {exact:.9f} t")
for N in (128, 512):
    bare_sum = 2 / beta * log_abs_det(-d["inv"][:N]).sum()
    print(f"unsubtracted paired sum, N={N}: {bare_sum:.3f} t")

print("Absolute error of T in t: no tail, c2 tail, c2+c4 tail")
errors = {}
for N in (16, 32, 64, 128):
    errors[N] = [abs(trace_log(d["inv"], H_s, S, N, k) - exact)
                 for k in range(3)]
    print(f"N={N:3d}: " + "  ".join(f"{e:.3e}" for e in errors[N]))
ratios = [a / b for a, b in zip(errors[64], errors[128])]
print("error ratio N=64 to N=128: " + ", ".join(f"{r:.2f}" for r in ratios))
assert 1.8 < ratios[0] < 2.2
assert 6.5 < ratios[1] < 9.5
assert 20 < ratios[2] < 45

# A reference without Sigma_inf loses half its trace in the paired sum.
bare_diff = log_abs_det(-d["inv"]) - log_abs_det(static_inverse(h_mu))
bare_tail = -c2 + 0.5 * (np.trace(H_s @ H_s) - np.trace(h_mu @ h_mu))
bare_value = (level_term(np.linalg.eigvalsh(h_mu)).sum()
              + 2 / beta * (bare_diff.sum() + bare_tail * tail_sum(2, n_max)))
half_trace = 0.5 * np.trace(Sigma_inf)
assert abs(bare_value - half_trace - exact) < 1e-6
print(f"bare reference, paired sum: {bare_value:.6f} t")
print(f"half trace of Sigma_inf: {half_trace:.6f} t")

# Derivative with respect to mu at frozen self-energy gives the particle number.
step = 1e-3
plus = trace_log(d["inv"] + step * one, H_s - step * one, S)
minus = trace_log(d["inv"] - step * one, H_s + step * one, S)
N_frozen = 2 * (plus - minus) / (2 * step)
assert abs(N_frozen - d["N"]) < 1e-5
print(f"N from frozen-Sigma derivative: {N_frozen:.6f}")
print(f"N from thermal average: {d['N']:.6f}")


def sigma_green_trace(d):
    """Tr(Sigma G) for both spins from frequency sums and a tail."""
    H, S = d["H_s"], d["S"]
    static = H - h_mu
    dynamic = 1j * omega[:, None, None] * one - H - d["inv"]
    density = (d["amp"] * fermi(d["pole"])) @ d["amp"].T
    series = np.einsum("nij,nji->n", dynamic, d["green"]).real.sum()
    s2 = np.trace(S[0])
    s4 = np.trace(S[2] + S[1] @ H + S[0] @ H @ H + S[0] @ S[0])
    series += -s2 * tail_sum(2, n_max) + s4 * tail_sum(4, n_max)
    return 2 * (np.trace(static @ density) + 2 / beta * series)


def functional_parts(d):
    """Exact Phi and its first- and second-order skeleton terms."""
    sigma_green = sigma_green_trace(d)
    assert abs(sigma_green - 2 * d["U"] * d["double"]) < 1e-8
    T_both = 2 * trace_log(d["inv"], d["H_s"], d["S"])
    phi = d["grand"] + sigma_green + T_both
    first = d["U"] * np.sum(d["dens"] ** 2)
    node, weight = np.polynomial.legendre.leggauss(80)
    second = 0.0
    for x, wt in zip(node, weight):
        tau = 0.5 * beta * (x + 1)
        g = []
        for time in (tau, beta - tau):
            factor = np.exp(-d["pole"] * time
                            - np.logaddexp(0.0, -beta * d["pole"]))
            g.append(-(d["amp"] * factor) @ d["amp"].T)
        second -= (0.5 * d["U"] ** 2 * 0.5 * beta * wt
                   * np.sum(g[0] ** 2 * g[1].T ** 2))
    return phi, first, second, sigma_green, T_both


phi, first, second, sigma_green, T_both = functional_parts(d)
print("Grand potential, both spins:")
print(f"Omega = {d['grand']:.6f} t, Phi = {phi:.6f} t")
print(f"Tr(Sigma G) = {sigma_green:.6f} t, T = {T_both:.6f} t")
print(f"first-order Phi = {first:.6f} t, second-order Phi = {second:.6f} t")

remainders = []
for U in (0.1, 0.05):
    weak = solve_dimer(U)
    phi, first, second, _, _ = functional_parts(weak)
    remainders.append(abs((phi - first - second) / second))
    print(f"U = {U:.2f} t: Phi - first order = {phi - first:.6e} t, "
          f"second order = {second:.6e} t")
    print(f"  relative remainder = {remainders[-1]:.3e}")
assert remainders[1] < 0.1
assert remainders[1] < 0.8 * remainders[0]

print("checks complete")
```

Running it gives:

```
Energies in units of t; T per spin unless stated
bias = 1.0 t, U = 4.0 t, mu = 0.5 t, beta = 5.0 /t
Branch test levels: -1.5 t, 0.5 t
closed form at eta=0+: 1.515889 t
eta = 0.100 /t: sum of logs 1.416529 t, log of product -18.596637 t
eta = 0.050 /t: sum of logs 1.464866 t, log of product -38.541714 t
density per spin: site 1 0.348521, site 2 0.468997
Sigma_inf: 1.394084 t, 1.875989 t
S1 diagonal: 3.632865 t^2, 3.984621 t^2
reference levels: 0.102028 t, 2.168044 t
c2 = -7.617487 t^2, c4 = -132.103863 t^4
static reference term: 0.094055966 t
dynamic correction: 0.955617567 t
T, algorithm, N=512: 1.049673533 t
T, poles and zeros: 1.049673533 t
unsubtracted paired sum, N=128: 420.005 t
unsubtracted paired sum, N=512: 2241.366 t
Absolute error of T in t: no tail, c2 tail, c2+c4 tail
N= 16: 1.189e-01  1.665e-03  5.562e-05
N= 32: 6.008e-02  2.136e-04  1.804e-06
N= 64: 3.012e-02  2.688e-05  5.692e-08
N=128: 1.507e-02  3.366e-06  1.783e-09
error ratio N=64 to N=128: 2.00, 7.99, 31.92
bare reference, paired sum: 2.684710 t
half trace of Sigma_inf: 1.635036 t
N from frozen-Sigma derivative: 1.635036
N from thermal average: 1.635036
Grand potential, both spins:
Omega = -1.958319 t, Phi = 0.929093 t
Tr(Sigma G) = 0.788064 t, T = 2.099347 t
first-order Phi = 1.365701 t, second-order Phi = -0.454504 t
U = 0.10 t: Phi - first order = -3.652371e-04 t, second order = -3.684903e-04 t
  relative remainder = 8.828e-03
U = 0.05 t: Phi - first order = -9.023489e-05 t, second order = -9.066947e-05 t
  relative remainder = 4.793e-03
checks complete
```
